# Why complex absorbing potentials mimic leads, and fail near band edges

**Q:** I simulate a molecule on a long wire. A colleague cuts the wire after fifty sites, adds a negative imaginary potential to them and calls the result a lead. Why should a lossy, finite piece of wire behave like an infinite, lossless one?

**A:** Because the device knows the wire only through its self-energy, which for a chain with one orbital per site and nearest-neighbour hopping is one number at each energy; a lead with several channels gives a matrix. Take one-electron states on a chain with site energy 0 and hopping $-t$. Then

$$E=-2t\cos k,\qquad \hbar v=2t\sin k,\qquad 0<k<\pi .$$

I measure energy in $t$, length in sites and $k$ in inverse sites. Site 0 is the last site of the device side. Your colleague's sites $n=1,\dots,N$ carry the on-site term $-iW_n$, and the chain ends after site $N$:

$$(E+iW_n)\psi_n=-t\psi_{n-1}-t\psi_{n+1},\qquad \psi_{N+1}=0 .$$

Define $\Sigma_n$ by $-t\psi_{n+1}=\Sigma_n\psi_n$, so that it carries all the influence of the sites beyond $n$. The equation on site $n+1$ becomes $(E+iW_{n+1}-\Sigma_{n+1})\psi_{n+1}=-t\psi_n$. Solving for $\psi_{n+1}$ and multiplying by $-t$ gives

$$\Sigma_n=\frac{t^2}{E+iW_{n+1}-\Sigma_{n+1}},\qquad \Sigma_N=0 .$$

The device sees $\Sigma_C\equiv\Sigma_0$. In a true lead the wave is outgoing, $\psi_{n+1}=e^{ik}\psi_n$, so the device sees $\Sigma_L=-te^{ik}$. The absorber is a good lead where these two numbers agree.

**Q:** How is that agreement related to reflection, which I can picture?

**A:** Send in a wave, $\psi_n=e^{ikn}+re^{-ikn}$ for $n\le0$. On site 0, $E\psi_0=-t\psi_{-1}+\Sigma_C\psi_0$. Insert $E=-te^{ik}-te^{-ik}$, $\psi_0=1+r$ and $\psi_{-1}=e^{-ik}+re^{ik}$. The terms $-te^{-ik}$ and $-rte^{ik}$ occur on both sides and cancel, leaving

$$\Sigma_L+r\Sigma_L^*=(1+r)\Sigma_C .$$

Solve this for $r$, or subtract $(1+r)\Sigma_L$ and use $\Sigma_L^*-\Sigma_L=2it\sin k=i\hbar v$:

$$r=-\frac{\Sigma_C-\Sigma_L}{\Sigma_C-\Sigma_L^*},\qquad \Sigma_C-\Sigma_L=\frac{i\hbar v\,r}{1+r}. \tag{1}$$

Zero reflection and equal self-energies are therefore the same condition. An electron that never returns has the same effect on the device whether it has gone to infinity or been absorbed.

For numbers, take a quadratic ramp $W_n=W_0(n/N)^2$ with $N=50$, $W_0=0.5\,t$ and $k=\pi/4$. The lead has $\Sigma_L=(-0.707107-0.707107i)\,t$, the absorber $\Sigma_C=(-0.707210-0.707114i)\,t$. They differ by about $1.0\times10^{-4}\,t$. The reflection probability is $R=|r|^2=5.3\times10^{-9}$, so $|r|=7.3\times10^{-5}$, and $\hbar v|r|=1.41\,t\times7.3\times10^{-5}$ reproduces that difference.

**Q:** Then why not make the potential very strong, so that nothing survives?

**A:** There are two ways to reflect, and strength cures one while feeding the other.

The first is return from the end wall. If $W$ varies slowly, the wave has a local complex wave number $q$ with $E+iW=-2t\cos q$. For small $W$, expansion about $k$ gives $iW\approx2t\sin k\,(q-k)$, hence $\mathrm{Im}\,q\approx W/\hbar v$. The slow amplitude factor $(\sin q)^{-1/2}$ is common to the forward and backward waves, so it drops out of their ratio. The round trip to the node at $N+1$ leaves

$$R_{\rm end}=\exp\Big(-4\int_0^{N+1}\mathrm{Im}\,q\;dn\Big)\approx\exp\Big(-\frac{4W_0(N+1)^3}{3N^2\hbar v}\Big). \tag{2}$$

One factor 2 comes from the round trip, the other from squaring the amplitude. For $N=50$, $W_0=0.1\,t$ and $k=\pi/4$ the exponent is $-5.0$, so the last form gives $0.0067$; the directly computed $R$ is $0.0068$.

The second is reflection from the ramp itself. To first order in $W$ we need the Green function of the uniform chain, $G_{nm}=e^{ik|n-m|}/(i\hbar v)$. Its prefactor follows from the equation at $n=m$, where $E+2te^{ik}=2it\sin k=i\hbar v$. The wave scattered back to $n\le0$ is

$$\sum_m G_{nm}(-iW_m)e^{ikm}=e^{-ikn}\Big[-\frac1{\hbar v}\sum_m W_me^{2ikm}\Big],$$

and the bracket is $r$. If the wave dies out before the wall, the sum is governed by the onset of the ramp, and the decay supplies the convergence factor. With $z=e^{2ik}$, apply $z\,d/dz$ twice to $\sum z^n=1/(1-z)$:

$$\sum_n n z^n=\frac{z}{(1-z)^2},\qquad \sum_n n^2z^n=\frac{z(1+z)}{(1-z)^3}.$$

Since $|1+z|=2|\cos k|$ and $|1-z|=2\sin k$, the second sum has modulus $|\cos k|/(4\sin^3k)$. Multiplying by $W_0/(N^2\hbar v)$,

$$|r_{\rm front}|=\frac{W_0|\cos k|}{8tN^2\sin^4k}. \tag{3}$$

A small $|r_{\rm front}|$ is necessary for (3) to be accurate but not sufficient, as the approach to the band edge will show. At the band centre the first-order term vanishes, and (3) is then no estimate of what remains.

**Q:** What does the competition look like in numbers?

**A:** For $N=50$ and $k=\pi/4$, with $R_{\rm front}=|r_{\rm front}|^2$:

| $W_0/t$ | $R$ | $R_{\rm end}$ | $R_{\rm front}$ |
|---|---|---|---|
| 0.03 | 0.22 | 0.22 | $1.8\times10^{-11}$ |
| 0.3 | $4.2\times10^{-7}$ | $3.7\times10^{-7}$ | $1.8\times10^{-9}$ |
| 1 | $2.0\times10^{-8}$ | $1.9\times10^{-20}$ | $2.0\times10^{-8}$ |
| 3 | $1.8\times10^{-7}$ | $1.0\times10^{-47}$ | $1.8\times10^{-7}$ |

The weak absorber lets the electron come back from the wall; the strong one turns it back at the entrance. The best strength is near $0.48\,t$, with $R=5.2\times10^{-9}$. In the second row $R$ exceeds the sum of the two estimates because amplitudes add, not probabilities, and at this $N$ and $k$ the two are nearly in phase: $6.1\times10^{-4}+0.4\times10^{-4}=6.5\times10^{-4}$, whose square is $4.2\times10^{-7}$.

The smooth start matters. A flat absorber with the same total strength has $W=0.172\,t$ on every site. Now the sum is $|\sum z^n|=1/(2\sin k)$, so $|r|\approx W/(2\hbar v\sin k)=0.172/(2\times1.414\times0.707)=0.086$, or $R\approx0.0074$. The computed value is $0.0072$, about a million times that of the ramp.

**Q:** And if I spend more sites at fixed $W_0$?

**A:** By (2) the wall return falls exponentially with $N$; by (3) the ramp reflection falls as $N^{-4}$ and is what remains. At $W_0=0.5\,t$ and $k=\pi/4$, $R$ goes from $2.4\times10^{-5}$ at $N=20$ to $7.6\times10^{-10}$ at $N=80$ and $4.8\times10^{-11}$ at $N=160$. The last doubling gains a factor of 16, as (3) requires. At $N=10$, $R=2.7\times10^{-3}$ and the wall estimate is a little over a tenth too low, mostly because the small ramp amplitude adds to the wall amplitude. At $N=12$ it subtracts, and the wall estimate is slightly too high.

You can do better by lowering $W_0$ as $N$ grows. Balancing (2) against the square of (3) makes $W_0N/\hbar v$ grow as $\ln N$, so at fixed $k$ inside the band, away from its centre, the best $R$ scales as $(\ln N)^2/N^6$, to leading logarithm, at lengths where the two amplitudes add. Where they can cancel, the best $R$ is lower still.

**Q:** So far this looks like a matter of computer time. Yet my low-energy electrons bounce back. What goes wrong?

**A:** At the lower band edge $k\to0$, the true self-energy tends to $-t$ and its imaginary part vanishes with the velocity. A fixed absorber keeps a finite imaginary part there. In (1), $\Sigma_L$ and $\Sigma_L^*$ merge, numerator and denominator become equal, and $r\to-1$. The reference absorber, $N=50$ and $W_0=0.5\,t$, behaves as follows:

| $k$ | wavelength (sites) | $R$ |
|---|---|---|
| 0.3 | 21 | $6.2\times10^{-6}$ |
| 0.2 | 31 | 0.0033 |
| 0.1 | 63 | 0.12 |
| 0.05 | 126 | 0.38 |
| 0.01 | 628 | 0.83 |

The upper edge is no better. Complex conjugation followed by the sign change $(-1)^n$ turns a solution at $E$ into one at $-E$ with the same $W_n$, and gives $r(\pi-k)=r(k)^*$. There the relevant wavelength is that of the envelope, $2\pi/(\pi-k)$.

**Q:** The trouble starts when the wavelength reaches about fifty sites. Is the rule simply "wavelength below ramp length"?

**A:** Here that agreement is a coincidence of the chosen strength. Near the lower edge $\psi$ varies slowly, so $\psi_{n+1}+\psi_{n-1}\approx2\psi+\psi''$, and $E+2t\approx tk^2$. Dividing the Schrödinger equation by $t$ gives

$$\psi''+\Big(k^2+\frac{ix^2}{\ell^4}\Big)\psi=0,\qquad \ell=\Big(\frac{tN^2}{W_0}\Big)^{1/4}. \tag{4}$$

With $x=\ell u$ the bracket becomes $(k\ell)^2+iu^2$. If the wave dies before the wall, $R$ therefore depends on $k\ell$ alone. For $k\ell$ up to about 1 the wave is absorbed at a typical depth of about $\ell$, and $N$ enters only through $\ell$. For the reference absorber $\ell=8.4$ sites, so $k\ell=1$ means a wavelength $2\pi\ell\approx53$ sites, close to $N=50$ by accident.

Now take $N=1600$ and $W_0=1\,t$, for which $\ell=40$ sites. At $k\ell=0.3$ the wavelength is about 840 sites, half the ramp, and still $R=0.50$. A ramp of 400 sites with $W_0=0.0625\,t$ has the same $\ell$ and the same $R$. The extra 1200 sites buy nothing at this energy.

**Q:** Can (4) be solved, so that I know the whole curve?

**A:** Yes. Put $s=e^{-i\pi/4}/\ell^2$, so $s^2=-i/\ell^4$, and set $z=\sqrt{2s}\,x$, $\nu=k^2/(2s)-\tfrac12$. Then (4) reads $d^2\psi/dz^2=(z^2/4-\nu-\tfrac12)\psi$. Its decaying solution is

$$\psi=e^{-z^2/4}I(z),\qquad I=\int_0^\infty e^{-z\tau-\tau^2/2}\,\tau^{-\nu-1}d\tau ,$$

for $\mathrm{Re}\,\nu<0$, and by analytic continuation in $\nu$ otherwise. To verify it, insert $\psi$; the equation reduces to $I''-zI'+\nu I=0$. Here $I''-zI'=\int\tau^{-\nu}(\tau+z)e^{-z\tau-\tau^2/2}d\tau$, and integration by parts turns this into $-\nu I$. The factor $e^{-z^2/4}=e^{-sx^2/2}$ decays because $\mathrm{Re}\,s>0$.

At $x=0$ both integrals are of the type $\int_0^\infty\tau^{b-1}e^{-\tau^2/2}d\tau=2^{b/2-1}\Gamma(b/2)$, with $b=-\nu$ for $I$ and $b=1-\nu$ for $-I'$. The logarithmic derivative is

$$y=\frac{\psi'(0)}{\psi(0)}=\sqrt{2s}\,\frac{I'(0)}{I(0)}=-2\sqrt s\,\frac{\Gamma\big(\frac{1-\nu}{2}\big)}{\Gamma\big(-\frac{\nu}{2}\big)} .$$

Matching to $e^{ikx}+re^{-ikx}$ gives $ik(1-r)=y(1+r)$, thus $r=(ik-y)/(ik+y)$. The resulting $R$ is $0.80$, $0.50$, $0.074$ and $2.6\times10^{-4}$ at $k\ell=0.1$, $0.3$, $1$ and $2$. The lattice calculations agree with this curve within the 3% tolerance of the test.

For $k\ell\gg1$, (3) at small $k$ gives the other limit, $R\to1/[64(k\ell)^8]$. At $k\ell=4$ this is $2.4\times10^{-7}$, in agreement with the full curve. At $k\ell=2$ it gives $6.1\times10^{-5}$, too small by a factor of about four, so the power law should not be used there.

**Q:** What does the edge limit say physically?

**A:** At $E=-2t$ the wave outside the absorber is a straight line, $\psi_n\propto n-a$. The complex length $a$ says where the absorber appears to place its wall. From $\Sigma_C=-t\psi_1/\psi_0=-t(1-1/a)$ we get $a=t/(\Sigma_C+t)$. For small $k|a|$ the line becomes $\sin k(n-a)$, which is proportional to $e^{ikn}-e^{2ika}e^{-ikn}$. Hence

$$r\approx-e^{2ika},\qquad R\approx e^{-4k\,\mathrm{Im}\,a}. \tag{5}$$

For a long ramp, $a=-1/y$ at $\nu=-\tfrac12$:

$$a=\frac{\Gamma(1/4)}{2\Gamma(3/4)}\,\ell e^{i\pi/8}=(1.367+0.566i)\,\ell .$$

With $\ell=8.41$ sites this is $11.5+4.76i$ sites, as found from the reference absorber's self-energy. At $k=0.02$, (5) gives $e^{-0.38}=0.68$, the computed value.

**Q:** Then I make $\ell$ large by weakening the potential. Does that rescue me?

**A:** Until the wave reaches the end wall. For $W_0\to0$ the apparent wall is the real one, $a$ becomes real and nothing is absorbed. For large $W_0$, $\mathrm{Im}\,a=0.566\,\ell$ shrinks. In between, the largest value is $\mathrm{Im}\,a=0.282\,N$, at $W_0N^2/t\approx18$. Even the best quadratic ramp near the edge therefore has, with wavelength $\lambda=2\pi/k$,

$$R_{\min}\approx e^{-4(0.282)kN}=e^{-7.1N/\lambda},\qquad kN\ll1 .$$

Choosing the strength anew at each wavelength gives these lowest values for $N=800$:

| $\lambda/N$ | lowest $R$ |
|---|---|
| 1 | $2.9\times10^{-4}$ |
| 2 | $1.3\times10^{-3}$ |
| 5 | 0.22 |
| 10 | 0.49 |
| 100 | 0.93 |

So even a tuned ramp is poor once the wavelength is several times its length. The good value at $\lambda=2N$ needs care, because it lies on the flank of a narrow dip, centred near $\lambda=1.85N$, where the reflections from ramp and wall nearly cancel. For $N=400$ the lowest $R$ is $5.4\times10^{-3}$ at $\lambda=1.4N$ but $9\times10^{-5}$ at $1.8N$, and the strength tuned for $2N$ gives $R\approx0.02$ at both $1.4N$ and $2.5N$. The values in the table, which are for $N=800$, change by less than 4% when $N$ is halved at fixed $\lambda/N$, as expected if the lowest $R$ depends on $\lambda/N$ alone for large $N$. Where the two reflections nearly cancel the values are more sensitive: the same halving changes the lowest $R$ by 11% at $\lambda=1.8N$ and by about a quarter at $0.5N$.

**Q:** I measure conductance, not $R$. How large is the damage there?

**A:** First, how the absorbers count electrons. Multiply the equation on site $n+1$ by $\psi_{n+1}^*$ and take the imaginary part. With $J_n=-2\,\mathrm{Im}\,\Sigma_n\,|\psi_n|^2$, this gives $2W_{n+1}|\psi_{n+1}|^2=J_n-J_{n+1}$. Since $J_N=0$, summation gives a total absorption $\Gamma_C|\psi_0|^2$ with $\Gamma_C=-2\,\mathrm{Im}\,\Sigma_C$. Let the device be site 0, with energy $\varepsilon$ and an absorber on each side, so that its Green function is $G_{00}=1/(E-\varepsilon-2\Sigma_C)$. Treat each absorbing site as a bath of broadening $2W_n$. The transmission is then the sum of $2W_i|G_{ij}|^2\,2W_j$ over sites $i$ on the left and $j$ on the right. A wave passes between $i$ and $j$ only through site 0, so $G_{ij}=G_{i0}G_{0j}/G_{00}$. The absorption sum with $\psi_n=G_{n0}$ gives $\Gamma_C|G_{00}|^2$ for each side, and hence

$$T_C=\frac{\Gamma_C^2}{|E-\varepsilon-2\Sigma_C|^2}.$$

For true leads, $\Gamma=\hbar v$ and $E-2\Sigma_L=i\hbar v$, so $T=(\hbar v)^2/[(\hbar v)^2+\varepsilon^2]$. For a clean chain, $\varepsilon=0$, relation (1) gives

$$\Gamma_C=\hbar v\frac{1-R}{|1+r|^2},\qquad E-2\Sigma_C=i\hbar v\frac{1-r}{1+r},\qquad T_C=\frac{(1-R)^2}{|1-r^2|^2}.$$

The denominator describes repeated reflection between the two absorbers. Inside the band the error is of order $R$, and at $k=\pi/4$ the reference absorbers give $T_C=1$ to six decimals. With an impurity the terms linear in $r$ no longer cancel: for $\varepsilon=1\,t$, $T_C=0.66676$ against $0.66667$, a relative error of $1.4\times10^{-4}$, comparable with $|r|$ and far above $R$.

At the edge, (5) gives $1-R\approx4k\,\mathrm{Im}\,a$ and $1-r^2\approx-4ika$, so

$$T_C\to\Big(\frac{\mathrm{Im}\,a}{|a|}\Big)^2=\sin^2\frac{\pi}{8}=0.146$$

for a long ramp, where the true answer is 1. At $k=0.02$ the clean chain already shows $T_C=0.16$. With the impurity the error has the opposite sign: $0.0030$ instead of $0.0016$. A poor absorber can thus hide a perfect conductor or inflate a small tunnelling signal. The factor is nearly 2 here and grows without bound as $k\to0$, because the true transmission past the impurity vanishes as $k^2$ while $T_C$ stays finite.

**Q:** What should I check before trusting such a calculation?

**A:** Find the smallest $k$, measured from the nearer band edge, that your energy window contains. Compute $k\ell$ there. Compute the wall return, from the integral in (2), at the largest velocity in the window, because fast electrons are absorbed least. In this model $k\ell=2$ gives $R$ of a few $10^{-4}$ if the wall return is negligible. Judge a conductance by $|r|$, not $R$: at $k\ell=2$ the reference absorbers put the transmission past an impurity of $0.3\,t$ or $1\,t$ about 3% or 6% too high. These figures are for one band; a lead with several bands has an edge for each channel. If $\ell$ is too short, lower $W_0$; if the wall return then becomes too large, lengthen the ramp. At the edge itself no fixed finite ramp of this kind suffices, and on this chain $\Sigma_L=-te^{ik}$ should be used instead. The numerical output lists the main scans.

## Calculated quantities

```
Reference CAP: N = 50 sites, W0 = 0.5 t, ell = 8.409 sites
k=0.7854/site E=-1.41421 t: Sigma_lead=-0.707107-0.707107j t, Sigma_CAP=-0.707210-0.707114j t, R=5.310e-09
k=0.0200/site E=-1.99960 t: Sigma_lead=-0.999800-0.019999j t, Sigma_CAP=-0.927200-0.031428j t, R=6.824e-01
Flat CAP, W = 0.1717 t on each site, k=pi/4: R = 7.162e-03
Strength scan, N=50, k=pi/4: W0 (t), R, R_end, R_front
   0.03  2.233e-01  2.229e-01  1.800e-11
   0.10  6.806e-03  6.766e-03  2.000e-10
   0.30  4.202e-07  3.676e-07  1.800e-09
   1.00  2.000e-08  1.879e-20  2.000e-08
   3.00  1.799e-07  1.002e-47  1.800e-07
Best strength: W0 = 0.480 t, R = 5.202e-09
Length scan, W0=0.5 t, k=pi/4: N (sites), R, R_end, R_front
    10  2.734e-03  2.394e-03  3.125e-06
    20  2.367e-05  2.655e-05  1.953e-07
    40  8.523e-09  2.938e-09  1.221e-08
    80  7.630e-10  3.414e-17  7.629e-10
   160  4.768e-11  4.490e-33  4.768e-11
Band edge, reference CAP: k (1/site), E+2t (t), wavelength (sites), k*ell, R
  0.50  0.24483  12.6  4.204  1.725e-07
  0.30  0.08933  20.9  2.523  6.207e-06
  0.20  0.03987  31.4  1.682  3.316e-03
  0.10  0.00999  62.8  0.841  1.228e-01
  0.05  0.00250  125.7  0.420  3.773e-01
  0.01  0.00010  628.3  0.084  8.265e-01
Edge length a of the reference CAP = 11.4968+4.7588j sites
Universal curve: k*ell, R (N=1600, W0=1 t), R (N=400, W0=0.0625 t), R continuum
  0.1  7.9712e-01  7.9712e-01  7.9712e-01
  0.3  5.0275e-01  5.0275e-01  5.0275e-01
  1.0  7.4200e-02  7.4200e-02  7.4193e-02
  2.0  2.6410e-04  2.6410e-04  2.6372e-04
  3.0  2.4972e-06  2.4972e-06  2.4921e-06
  4.0  2.3908e-07  2.3908e-07  2.3829e-07
Long ramp: a/ell = 1.3667+0.5661j, modulus 1.4793
Lowest R over all W0: wavelength/N, R (N=400), R (N=800), W0*N^2/t at best (N=800)
  0.5  6.308e-08  8.402e-08  277.9
  1.0  2.833e-04  2.917e-04  102.6
  2.0  1.288e-03  1.335e-03  25.9
  5.0  2.200e-01  2.205e-01  18.9
  10.0  4.861e-01  4.865e-01  18.1
  20.0  7.001e-01  7.004e-01  17.9
  100.0  9.314e-01  9.315e-01  17.9
Largest Im a / N = 0.2823 at W0*N^2/t = 17.9 (N=800)
Transmission: k (1/site), impurity (t), T with leads, T with CAPs
  0.7854  0.0  1.000000  1.000000
  0.7854  1.0  0.666667  0.666763
  0.0200  0.0  1.000000  0.157816
  0.0200  1.0  0.001597  0.003003
Clean chain, k=0.001/site: T with CAPs = 0.1463, sin^2(pi/8) = 0.1464
```
